\section*{Exchange error from cutting pair densities at the orbital cutoff}

\section{One orbital, two electrons}

Take a single orbital of Gaussian shape, occupied by two electrons of opposite spin,
\begin{equation}
\phi(\mathbf r)=\left(\frac{2a}{\pi}\right)^{3/4}e^{-ar^2},\qquad a=\frac{1}{2w^2}.
\end{equation}
Atomic units are used in the algebra. Exchange acts between electrons of equal spin, so the exchange energy is
\begin{equation}
E_x=-\frac12\sum_{\sigma}\sum_{ij}K_{ij}=-K,
\qquad K=\iint\frac{\phi^2(\mathbf r)\,\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\end{equation}
because each of the two spins contributes $-K/2$.

The pair density $\rho=\phi^2$ is a Gaussian with exponent $p=2a=1/w^2$. With the convention $\rho(\mathbf G)=\int\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$, its transform is $e^{-G^2/(4p)}$. The Coulomb kernel is $4\pi/G^2$, and the volume element $4\pi G^2dG$ cancels its denominator:
\begin{equation}
K=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}|\rho(\mathbf G)|^2
=\frac{2}{\pi}\int_0^\infty e^{-G^2/(2p)}\,dG .
\label{eq:radial}
\end{equation}

A plane-wave orbital contains $|\mathbf G|\le G_c$, with $E_{\rm cut}=G_c^2/2$. A product of two such orbitals reaches $2G_c$, which corresponds to the energy $(2G_c)^2/2=4E_{\rm cut}$. Suppose its components are kept up to $G_c$ instead. Near the cut the exponent in (\ref{eq:radial}) changes with slope $-G_c/p$, so the tail is roughly its starting height times the decay length $p/G_c$:
\begin{equation}
\Delta K\approx\frac{2}{\pi}\frac{p}{G_c}\,e^{-E_{\rm cut}/p}.
\label{eq:envelope}
\end{equation}

For $w=0.40$ angstrom the energy scale $p$ is 47.6 eV and $K$ is 28.7 eV. At $E_{\rm cut}=300$ eV the exponent is $300/47.6=6.3$, and (\ref{eq:envelope}) gives 0.012 eV. In return, the radius of the sphere of pair-density components is halved, and its volume falls by $2^3=8$. The two questions left are how accurate this error is, and whether a grid eight times smaller really performs the cut just described.

\section{The tail of a product of two s Gaussians}

Let two normalized s Gaussians have exponents $a$ and $b$ and centres $\mathbf 0$ and $\mathbf R$, and put $p=a+b$. Completing the square gives
\begin{align}
ar^2+b|\mathbf r-\mathbf R|^2
&=pr^2-2b\,\mathbf r\cdot\mathbf R+bR^2\nonumber\\
&=p\left|\mathbf r-\mathbf P\right|^2+bR^2-\frac{b^2R^2}{p}
=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}R^2,
\end{align}
where $\mathbf P=b\mathbf R/p$ and the last step uses $1-b/p=a/p$. The product is therefore one Gaussian at $\mathbf P$. Its integral is the overlap
\begin{equation}
S=\left(\frac{4ab}{\pi^2}\right)^{3/4}\left(\frac{\pi}{p}\right)^{3/2}e^{-abR^2/p}
=\left(\frac{2\sqrt{ab}}{p}\right)^{3/2}e^{-abR^2/p},
\end{equation}
and its transform is $\rho(\mathbf G)=S\,e^{-i\mathbf G\cdot\mathbf P}e^{-G^2/(4p)}$. The phase disappears from $|\rho|^2$. As in (\ref{eq:radial}),
\begin{equation}
K=\frac{2S^2}{\pi}\int_0^\infty e^{-G^2/(2p)}dG
=\frac{2S^2}{\pi}\,\frac{\sqrt{2\pi p}}{2}=S^2\sqrt{\frac{2p}{\pi}} .
\end{equation}

For the part above $G_c$, substitute $G=\sqrt{2p}\,t$. The lower limit becomes $x=G_c/\sqrt{2p}=\sqrt{E_{\rm cut}/p}$, and
\begin{equation}
\Delta K=\frac{2S^2}{\pi}\sqrt{2p}\int_x^\infty e^{-t^2}dt
=\frac{2S^2}{\pi}\sqrt{2p}\,\frac{\sqrt\pi}{2}\,{\rm erfc}(x).
\end{equation}
Division by $K$ gives the controlled form of the estimate,
\begin{equation}
\boxed{\frac{\Delta K}{K}={\rm erfc}\!\left(\sqrt{\frac{E_{\rm cut}}{p}}\right)} .
\label{eq:main}
\end{equation}
Every term in the reciprocal-space form of $K$ is nonnegative, so a pure cut can only lower $K$. For the doubly occupied orbital, $E_x=-K$ then becomes too high by $\Delta K$.

A cut at $4E_{\rm cut}$ doubles $x$. The loss specific to the lower cutoff is thus ${\rm erfc}(x)-{\rm erfc}(2x)$ as a fraction of $K$. At 200 eV, the lowest cutoff considered here, the second term amounts to about $2\times10^{-7}$ eV and can be dropped.

\subsection{Large and small cutoffs}

Integration by parts shows what the first estimate neglected:
\begin{equation}
\int_x^\infty e^{-t^2}dt=\frac{e^{-x^2}}{2x}-\int_x^\infty\frac{e^{-t^2}}{2t^2}\,dt .
\end{equation}
The last integral is positive and smaller than $1/(2x^2)$ times the integral on the left. Hence
\begin{equation}
\frac{\Delta K}{K}<\frac{e^{-x^2}}{x\sqrt\pi}
<\left(1+\frac{1}{2x^2}\right)\frac{\Delta K}{K}.
\end{equation}
The middle expression is (\ref{eq:envelope}) divided by $K$ for the self-pair. At 200 eV, $x=2.05$, so the envelope estimate can be high by at most 12\% of the true Gaussian tail; the actual figures, 0.119 and 0.108 eV, differ by 10\%.

In the opposite limit, $x\ll1$, the exponential in the retained integral is nearly one. The retained part is $2S^2G_c/\pi$, and most of the exchange integral is lost. The exponential accuracy of the method begins when $E_{\rm cut}$ exceeds $p$ several times.

For a permitted fractional loss $\eta$, inversion of (\ref{eq:main}) gives
\begin{equation}
E_{\rm cut}=p\,[{\rm erfc}^{-1}(\eta)]^2 .
\end{equation}
A loss of 0.001 eV out of 28.7 eV is $\eta=3.5\times10^{-5}$ and requires about 408 eV in this model. At fixed $\eta$ the required cutoff varies as $1/w^2$ for a self-pair, so the compact orbitals are the demanding ones.

\subsection{Pairs of different orbitals}

Distance enters (\ref{eq:main}) nowhere: it reduces $S^2$, and with it $K$ and $\Delta K$ together. A second orbital of the same width at 1.20 angstrom gives $K=0.319$ eV. Its fractional loss at 200 eV is the same $3.75\times10^{-3}$ as for the self-pair, but the absolute loss is $0.319\times3.75\times10^{-3}=0.0012$ eV.

If the partner has width 0.80 angstrom, $K$ rises to 1.92 eV while $p$ falls. The fractional loss drops to $2.5\times10^{-4}$ and the absolute loss to 0.0005 eV. In these examples the compact self-pair dominates. These are integrals between nonorthogonal Gaussians; the exchange energy of a determinant containing both must account for their overlap, either by orthogonalizing the orbitals or by using the inverse overlap matrix. Doing so at 200 eV with both orbitals doubly occupied gives a total loss of 0.225 eV for equal widths and 0.125 eV for the diffuse partner, against 0.216 and 0.108 eV from the self-pairs alone. The self-pairs still dominate, but the overlap correction exceeds the pair losses quoted above.

\section{Is the pair-density cut the weakest link?}

The orbital has a tail beyond $G_c$ too. One gauge of it is the kinetic energy it carries. With $|\phi(\mathbf G)|^2=(2\pi/a)^{3/2}e^{-G^2/(2a)}$, two electrons give
\begin{align}
T_>&=2\int_{G>G_c}\frac{d^3G}{(2\pi)^3}\frac{G^2}{2}|\phi(\mathbf G)|^2
=\frac{1}{2\pi^2}\left(\frac{2\pi}{a}\right)^{3/2}\int_{G_c}^{\infty}G^4e^{-G^2/(2a)}dG\nonumber\\
&=\frac{4a}{\sqrt\pi}\int_{E_{\rm cut}/a}^{\infty}u^{3/2}e^{-u}\,du ,
\end{align}
where $u=G^2/(2a)$ and $G^4dG=2\sqrt2\,a^{5/2}u^{3/2}du$. The leading exponential is $e^{-E_{\rm cut}/a}=e^{-2E_{\rm cut}/p}$, the square of the one in the exchange tail. The reason is that a product shares its wave vector between two factors: each needs to supply about $G/2$.

The faster exponential comes with a larger prefactor. At 200 eV the kinetic tail is 0.35 eV, above the exchange tail of 0.11 eV. They cross near 287 eV, and at 400 eV the order is reversed, with 0.0002 eV against 0.0012 eV. For this orbital, raising the cutoff therefore makes the pair-density cut the larger of the two tails. The kinetic tail is a gauge and not the variational basis-set error, which also depends on the potential and on the relaxation of the orbital.

\section{What an eightfold smaller grid does}

In a cubic cell of side $L$, wave vectors are $2\pi/L$ times integer vectors. Let $n$ be the largest orbital index along an axis. Products have indices from $-2n$ to $2n$, which need $4n+1$ points per direction. The orbitals alone need $2n+1$. The ratio of point numbers is
\begin{equation}
\left(\frac{4n+1}{2n+1}\right)^3\longrightarrow 8\qquad(n\to\infty).
\end{equation}

However, a grid with $N$ points cannot distinguish indices that differ by $N$. When orbitals are multiplied on the small grid, the high components are folded onto low ones instead of being removed. To keep the range $-n,\ldots,n$ clean, the index $2n$ must fold below $-n$:
\begin{equation}
2n-N<-n\quad\Longrightarrow\quad N\ge3n+1 .
\end{equation}
A pure cut made this way saves a factor approaching $(4/3)^3=64/27\approx2.4$, not eight. The stored pair-density coefficients can still be reduced about eightfold after the products have been formed.

\subsection{Size of the folding error}

Let the orbital be centred at $\mathbf r_0$, and let $\mathbf B$ be the reciprocal vector of the sampling grid along one axis, $B=(2n+1)2\pi/L\approx2G_c$. With one folded component included, the small grid contains
\begin{align}
|\rho(\mathbf G)+\rho(\mathbf G-\mathbf B)|^2
={}&e^{-G^2/(2p)}+e^{-|\mathbf G-\mathbf B|^2/(2p)}\nonumber\\
&+2\cos(\mathbf B\cdot\mathbf r_0)\,
e^{-(G^2+|\mathbf G-\mathbf B|^2)/(4p)} .
\end{align}
The identity $G^2+|\mathbf G-\mathbf B|^2=2|\mathbf G-\mathbf B/2|^2+B^2/2$ turns the last exponential into
\begin{equation}
e^{-|\mathbf G-\mathbf B/2|^2/(2p)}\,e^{-B^2/(8p)},
\qquad e^{-B^2/(8p)}\approx e^{-E_{\rm cut}/p}.
\end{equation}
Folding thus has the same leading exponential as the cut itself, and raising the cutoff reduces it relative to the cut only through the prefactor. For an untruncated Gaussian with $B=2G_c$, the spread between grid positions divided by $\Delta K$ falls slowly, as $6\sqrt\pi/x$ at large $x$.

Its sign depends on position. On a grid point $\cos(\mathbf B\cdot\mathbf r_0)=1$, so folding raises $K$ and lowers $E_x$. At the centre of a grid cell the cosine is $-1$ for each axis, and the leading cross terms raise $E_x$. Averaging over positions removes the cross terms and leaves the positive folded power, which offsets part of the cut. An exchange energy that changes as the orbital moves through the grid also implies a force with no physical origin.

\section{Comparison with explicit plane waves}

The comparison uses a cell of side 16 angstrom and an orbital truncated at $G_c$ and renormalized. On the small grid, as in the pure cut, only components with $|\mathbf G|\le G_c$ enter the exchange sum, so the corners of the grid are left out. Every exchange sum omits $\mathbf G=0$. This does not affect the differences: $\rho(\mathbf 0)$ is the norm, and no nonzero product index can fold onto zero, since such indices reach at most $2n$ while the smallest grid has $2n+1$ points. All errors below are in eV, relative to the full product grid, except for the Gaussian estimate, which is (\ref{eq:main}) times $K$. Positive means that $E_x$ is too high.

\begin{center}
\begin{tabular}{lrrr}
$E_{\rm cut}$ (eV) & 200 & 300 & 400\\
\hline
Gaussian estimate & 0.108 & 0.0111 & 0.0012\\
Explicit pure cut & 0.082 & 0.0100 & 0.0012\\
Small grid, on point & $-0.151$ & $-0.0196$ & $-0.0007$\\
Small grid, cell centre & 0.289 & 0.0367 & 0.0030\\
Small grid, average & 0.069 & 0.0086 & 0.0011
\end{tabular}
\end{center}

In this cell the explicit pure cut is 0.761, 0.905 and 0.984 of the Gaussian estimate. These ratios carry the graininess of the reciprocal lattice: cells of 15 to 17 angstrom shift them by up to about 0.035, and the infinite-cell values are 0.75, 0.92 and 0.97. The trend follows from the convolution that builds the product,
\begin{equation}
\rho(\mathbf G)=\int\frac{d^3q}{(2\pi)^3}\,\phi(\mathbf q)\,\phi(\mathbf G-\mathbf q).
\end{equation}
For the Gaussian, the integrand is centred at $\mathbf G/2$ with standard deviation $\sqrt a$ in each direction. Truncation requires both $|\mathbf q|$ and $|\mathbf G-\mathbf q|$ to be at most $G_c$. At $G=G_c$ the boundary along $\mathbf G$ lies $G_c/2$ from the centre, or $G_c/(2\sqrt a)=x$ standard deviations. This is 2.0 at 200 eV and 2.9 at 400 eV, so less of the integrand is removed at the higher cutoff. As $G$ approaches $2G_c$ the allowed region closes.

On the small grid, the two positions differ by $0.289+0.151=0.44$ eV at 200 eV, about five times the explicit pure-cut error. At 400 eV the difference is 0.0037 eV, about three times that error. The ratio does not fall steadily: at 300 eV it is between five and six. One contribution is the rounding of $B$ to a whole number of reciprocal steps. The folding amplitude contains $e^{-B^2/(8p)}$, which is 0.98, 1.06 and 0.77 times $e^{-E_{\rm cut}/p}$ at the three cutoffs. These factors follow the order of the ratios but do not account for their full change. The small-grid rows therefore belong to this cell. For sides of 15 to 17 angstrom the ratio lies between about three and six at these cutoffs, and the on-point error at 400 eV ranges from $-0.0007$ to $-0.0027$ eV. Rounding the grid up also matters: with 40 points instead of 37 at 200 eV, the on-point and cell-centre errors become 0.020 and 0.140 eV.

The small grids have 37, 45 and 53 points per direction, against 73, 89 and 105 for the full products. At 200 eV the saving is $(73/37)^3=7.7$. The clean cut needs 55 points and saves $(73/55)^3=2.3$. The numerical output below gives the remaining values.

\section{Where the Gaussian estimate fails}

The exponential in (\ref{eq:main}) depends on the orbital being smooth. A nuclear cusp changes the law. For $\phi=\sqrt{Z^3/\pi}\,e^{-Zr}$, the pair density is $(Z^3/\pi)e^{-2Zr}$. Differentiating the transform $4\pi/(\kappa^2+G^2)$ of $e^{-\kappa r}/r$ with respect to $-\kappa$ gives $8\pi\kappa/(\kappa^2+G^2)^2$ for $e^{-\kappa r}$. With $\kappa=2Z$,
\begin{equation}
\rho(G)=\frac{16Z^4}{(4Z^2+G^2)^2}\approx\left(\frac{2Z}{G}\right)^4\qquad(G\gg2Z),
\end{equation}
and for the untruncated orbital the part of the exchange integral above $G_c$ is
\begin{equation}
\Delta K\approx\frac2\pi\int_{G_c}^{\infty}\left(\frac{2Z}{G}\right)^8dG
=\frac{2}{7\pi}\frac{(2Z)^8}{G_c^7}\propto E_{\rm cut}^{-7/2}.
\end{equation}
Here the product does not share its wave vector: at large $G$ one factor carries nearly all of it. An orbital truncated at $G_c$ lacks those components, so its pair density dies out within a few $Z$ above $G_c$. Its loss is smaller, about seven times at $G_c=10Z$, and falls as $E_{\rm cut}^{-4}$ at high cutoff. Either way the loss falls as a power of the cutoff, so a Gaussian width fitted to the bulk of such an orbital would predict far too small an error at high cutoff. The estimate is meant for smooth pseudo-orbitals whose relevant tail resembles an s Gaussian. Angular nodes multiply $\rho(\mathbf G)$ by a polynomial, $1-G_z^2/(2p)$ for a $p_z$ self-pair. With the exponent used here, the fractional loss exceeds (\ref{eq:main}) by factors of 3.7, 8.4 and 15 for a p self-pair, and 5, 15 and 42 for a $d_{xy}$ self-pair, at 200, 300 and 400 eV. It also holds the orbitals fixed, leaving out their self-consistent response to the altered exchange operator.

\section*{Computed results}
\begin{verbatim}
Orbital width w: 0.40 angstrom
Self-pair energy scale p: 47.625 eV
Self-exchange integral K: 28.7231 eV
Cubic cell side: 16.0 angstrom
Ecut: 200 eV; 4 Ecut: 800 eV
  x = sqrt(Ecut/p): 2.0493; lost fraction: 3.754e-03
  Gaussian cut error: 0.107835 eV
  Asymptotic cut error: 0.118643 eV
  Tail left above 4 Ecut: 1.95e-07 eV
  Two-electron kinetic tail: 0.349993 eV
  Explicit plane-wave cut error: 0.082049 eV
  Explicit/Gaussian error ratio: 0.761
  Small-grid error, on point: -0.151471 eV
  Small-grid error, cell centre: 0.288699 eV
  Small-grid error, average: 0.068834 eV
  Points per side: 73, 55, 37
  Savings, small and pure-cut: 7.680, 2.338
  G-vector count ratio: 8.036
Ecut: 300 eV; 4 Ecut: 1200 eV
  x = sqrt(Ecut/p): 2.5098; lost fraction: 3.861e-04
  Gaussian cut error: 0.011089 eV
  Asymptotic cut error: 0.011866 eV
  Tail left above 4 Ecut: 3.61e-11 eV
  Two-electron kinetic tail: 0.009119 eV
  Explicit plane-wave cut error: 0.010035 eV
  Explicit/Gaussian error ratio: 0.905
  Small-grid error, on point: -0.019576 eV
  Small-grid error, cell centre: 0.036710 eV
  Small-grid error, average: 0.008571 eV
  Points per side: 89, 67, 45
  Savings, small and pure-cut: 7.736, 2.344
  G-vector count ratio: 7.973
Ecut: 400 eV; 4 Ecut: 1600 eV
  x = sqrt(Ecut/p): 2.8981; lost fraction: 4.158e-05
  Gaussian cut error: 0.001194 eV
  Asymptotic cut error: 0.001259 eV
  Tail left above 4 Ecut: 7.08e-15 eV
  Two-electron kinetic tail: 0.000205 eV
  Explicit plane-wave cut error: 0.001175 eV
  Explicit/Gaussian error ratio: 0.984
  Small-grid error, on point: -0.000717 eV
  Small-grid error, cell centre: 0.002951 eV
  Small-grid error, average: 0.001117 eV
  Points per side: 105, 79, 53
  Savings, small and pure-cut: 7.776, 2.348
  G-vector count ratio: 8.013
Ecut for 0.001 eV Gaussian cut error: 408.02 eV
Kinetic/exchange tail crossing: 286.77 eV
Partner distance: 1.20 angstrom
Equal partner: width 0.40 angstrom, K 0.31909 eV
  At 200 eV: fraction 3.754e-03, K loss 1.198e-03 eV
Diffuse partner: width 0.80 angstrom, K 1.92182 eV
  At 200 eV: fraction 2.465e-04, K loss 4.738e-04 eV
\end{verbatim}
